# Fourier-log deconvolution of plural inelastic scattering and its noise limit

An electron that crosses a film may lose energy more than once. If the recorded loss spectrum is read as a spectrum of single losses, repeated events appear as excitations that the film does not have. Take a model film whose one excitation is a peak at 16 eV, with a thickness of 0.8 mean free paths and $10^7$ recorded electrons. The spectrum then shows a second peak at 32 eV, with about $3.36\times10^4$ counts in a channel of 0.125 eV. Nothing in the film absorbs 32 eV in one event. A composition inferred by reading that peak as a single loss would be wrong.

## Quantities and conventions

Let $p(E)$ be the probability density of the energy lost in one collision, with $\int p\,dE=1$. Let $\lambda$ be the inelastic mean free path, $t$ the film thickness and $\mu=t/\lambda$. The spectrometer response $R(E)$ also has unit area. The spectrum $J(E)$ contains $N$ expected counts, and its zero-loss part $Z(E)$ contains $I_0$. Transforms are defined by

$$\tilde F(\nu)=\int F(E)\,e^{-2\pi i\nu E}\,dE .$$

A convolution, written $*$, becomes a product, and $\tilde p(0)=\tilde R(0)=1$. The variable $\nu$ is an inverse energy. Writing the phase as $2\pi\nu E=Et/\hbar$, with $t$ here a time, gives $t=2\pi\hbar\nu=h\nu$. What may be called a high temporal frequency is thus a large conjugate time.

The result to be derived is

$$\mu\tilde p(\nu)=\ln\frac{\tilde J(\nu)}{\tilde Z(\nu)} . \tag{1}$$

Its inverse transform is $\mu p(E)$, the single-loss distribution without repeated events.

## First derivation: counting collisions

Divide the path into $K$ equal slices. Suppose that collisions in different slices are independent, and that each slice produces one with probability $\mu/K$. The probability of $n$ collisions is binomial:

$$P_n=\frac{K(K-1)\cdots(K-n+1)}{n!}\left(\frac{\mu}{K}\right)^n\left(1-\frac{\mu}{K}\right)^{K-n}.$$

For fixed $n$ and $K\to\infty$, the product $K(K-1)\cdots(K-n+1)/K^n$ tends to 1 and the last factor to $e^{-\mu}$. Hence

$$P_n=e^{-\mu}\frac{\mu^n}{n!}.$$

After $n$ collisions the total loss is a sum of $n$ independent losses. Its density is the $n$-fold convolution of $p$, whose transform is $\tilde p^{\,n}$. For $n=0$ the density is $\delta(E)$, with transform 1. If every electron sees the same response,

$$\tilde J=N\tilde R\sum_{n=0}^{\infty}e^{-\mu}\frac{(\mu\tilde p)^n}{n!}
=N\tilde R\,e^{\mu(\tilde p-1)} . \tag{2}$$

The term $n=0$ is the zero-loss part:

$$\tilde Z=Ne^{-\mu}\tilde R=I_0\tilde R,\qquad I_0=Ne^{-\mu}.$$

Division removes both $N$ and $\tilde R$ and leaves $\tilde J/\tilde Z=e^{\mu\tilde p}$. The logarithm gives (1). At $\nu=0$ it reduces to $\mu=\ln(N/I_0)$, so the ratio of two areas measures the thickness in mean free paths.

The series also shows what is removed. Expanding the ratio,

$$\frac{\tilde J}{\tilde Z}=1+\mu\tilde p+\frac{(\mu\tilde p)^2}{2}+\cdots .$$

For $\mu\ll1$ the spectrum already shows single losses, with a relative admixture of double events of $(\mu^2/2)/\mu=\mu/2$ in area.

## Second derivation: balance in depth

Now follow the energy distribution $f(E,z)$ at depth $z$, before the spectrometer acts. In a slice $dz$, a fraction $dz/\lambda$ leaves its present energy loss and is replaced by electrons arriving from smaller losses:

$$f(E,z+dz)=\left(1-\frac{dz}{\lambda}\right)f(E,z)
+\frac{dz}{\lambda}\int p(E')f(E-E',z)\,dE' .$$

Subtracting $f(E,z)$, dividing by $dz$ and transforming gives

$$\frac{d\tilde f}{dz}=\frac{\tilde p-1}{\lambda}\tilde f .$$

The number $u(z)$ of unscattered electrons has losses but no arrivals, so $du/dz=-u/\lambda$. Form the ratio $q=\tilde f/u$. Then

$$\frac1q\frac{dq}{dz}=\frac1{\tilde f}\frac{d\tilde f}{dz}-\frac1u\frac{du}{dz}
=\frac{\tilde p-1}{\lambda}+\frac1\lambda=\frac{\tilde p}{\lambda}.$$

At the entrance no electron has lost energy, so $\tilde f=u=N$ and $q=1$. Integration from 0 to $t$ gives

$$\ln q(t)=\frac{t}{\lambda}\tilde p=\mu\tilde p .$$

The spectrometer multiplies both $\tilde f$ and $u$ by $\tilde R$, so $q=\tilde J/\tilde Z$, and (1) follows. No sum over collision number was needed. The logarithm appears because each slice multiplies the ratio by the same factor.

## What the two derivations assume

Both require that a collision does not alter the later collision rate or loss law. They therefore neglect the change of $\lambda$ and $p$ as the electron slows. Both also require full angular collection or an acceptance that preserves the exponential form. For example, if an electron with $n$ collisions is accepted with probability $a^n$, the sum in (2) becomes $e^{-\mu}e^{a\mu\tilde p}$. The logarithm then returns $a\mu\tilde p$, and the area ratio measures $a\mu$. A general aperture need not give such a power.

The counting argument uses one loss density for all collisions. The depth argument is local, so it also treats layers: with $\lambda(z)$ and $p(E,z)$, the same integration gives

$$\ln\frac{\tilde J}{\tilde Z}=\int_0^t\frac{\tilde p(\nu,z)}{\lambda(z)}\,dz .$$

The inverse transform is the sum of the single-loss distributions of the layers.

The counting argument shows more directly what happens when the collision number is not Poisson distributed. Suppose that the beam covers regions of different $\mu$. Averaging (2) over the regions and dividing by the averaged zero-loss part gives

$$\frac{\tilde J}{\tilde Z}=\frac{\langle e^{-\mu}e^{\mu\tilde p}\rangle}{\langle e^{-\mu}\rangle}
\equiv\langle e^{\mu\tilde p}\rangle_w ,$$

where $w$ denotes an average weighted by $e^{-\mu}$. Let $m$ and $v$ be the weighted mean and variance of $\mu$. Expanding the logarithm to second order in $\tilde p$,

$$\ln\langle e^{\mu\tilde p}\rangle_w
=m\tilde p+\tfrac12(m^2+v)\tilde p^2-\tfrac12m^2\tilde p^2+\cdots
=m\tilde p+\tfrac12v\tilde p^2+\cdots .$$

A residual double-loss peak of area $v/2$ survives. Uneven thickness is thus a failure of the model, which a higher dose does not repair.

## Which logarithm

A complex logarithm is defined up to multiples of $2\pi i$. The required one is real at $\nu=0$, where it equals $\mu$, and continuous in $\nu$. Its imaginary part is $\mu\,\mathrm{Im}\,\tilde p$. The principal branch suffices if this stays between $-\pi$ and $\pi$. Since $|\tilde p|\le1$, the condition $\mu<\pi$ guarantees it.

For the model peak with $\mu=4$, the largest phase is 3.96 rad, above $\pi$. The principal branch then gives an error of 26 percent of the single-loss peak height. With a continuously unwrapped phase, the error falls to about $5\times10^{-9}$ of that height. These are noise-free spectra; unwrapping is not reliable where noise sets the phase.

## Noise with a separate zero-loss reference

Let the count in channel $j$ be an independent Poisson variable with mean $J_j$. Transforms of counts are now sums over channels. The noise transform is $n_J(\nu)=\sum_j\delta J_j\,e^{-2\pi i\nu E_j}$. Independence removes the cross terms, and the variance of each count equals its mean:

$$E|n_J|^2=\sum_jE(\delta J_j^2)=\sum_jJ_j=N .$$

Here $E$ before a random quantity denotes its expectation. The noise is white: its mean square does not depend on $\nu$. This assumes an ideal counting detector, with all broadening acting before the electrons are counted. If the detector spreads each count afterwards over neighbouring channels with a response $D$, the mean square becomes $N|\tilde D|^2$. The factor $\tilde D$ then cancels in the ratio, and $\tilde R$ in the noise laws below stands only for the broadening before detection. Readout noise and gain variations between channels are not included.

Record the zero-loss peak separately with $M$ expected counts and scale it by $I_0/M$. An error in this scale adds a constant to the logarithm. Before any output filter is applied, this affects only the channel at $E=0$. The scaled reference has noise $n_Z$ with

$$E|n_Z|^2=\left(\frac{I_0}{M}\right)^2M=\frac{I_0^2}{M}.$$

Put $s=\mu\tilde p$. While the relative errors are small, $\ln(1+x)\simeq x$, and the error of the logarithm is

$$\delta L=\frac{n_J}{\tilde J}-\frac{n_Z}{\tilde Z}.$$

The two recordings are independent, so their mean squares add. With $|\tilde J|=I_0|\tilde R|e^{\mathrm{Re}\,s}$ and $N/I_0^2=e^{2\mu}/N$,

$$E|\delta L|^2=\frac{1}{|\tilde R|^2}
\left[\frac{e^{2\mu-2\mathrm{Re}\,s}}{N}+\frac1M\right]. \tag{3}$$

This identifies the instability. The zero-loss noise does not grow with $\nu$; the zero-loss signal shrinks, and division amplifies the noise. The specimen noise in the first term is amplified by the same factor.

For a Gaussian response of standard deviation $\sigma$, $\tilde R=e^{-2\pi^2\sigma^2\nu^2}$. At high $\nu$ a smooth loss density has $s\to0$, and (3) becomes

$$E|\delta L|^2\simeq A\,e^{4\pi^2\sigma^2\nu^2},\qquad
A=\frac{e^{2\mu}}N+\frac1M .$$

Setting this to one defines a breakdown frequency:

$$\nu_c=\frac{\sqrt{-\ln A}}{2\pi\sigma}. \tag{4}$$

Multiplying both doses by $g$ divides $A$ by $g$ and raises $\nu_c^2$ by $\ln g/(4\pi^2\sigma^2)$. Thus $\nu_c^2$ grows only with the logarithm of the dose, whereas $\nu_c$ is inversely proportional to $\sigma$ at fixed dose.

The model has $\mu=0.8$, $N=10^7$, $M=10^6$ and $\sigma=0.25$ eV. Its loss peak is a Gaussian of standard deviation 1.5 eV. Then

$$A=4.95\times10^{-7}+1.00\times10^{-6}=1.495\times10^{-6},$$

$$\nu_c=\frac{\sqrt{13.41}}{2\pi(0.25\ \mathrm{eV})}=2.33\ \mathrm{eV}^{-1}.$$

The conjugate time $h\nu_c$ is 9.64 fs. A noise-free reference removes the larger term of $A$, yet moves the limit merely to $2.43\ \mathrm{eV}^{-1}$.

The signal is lost much earlier. Equating $|s|$ to the rms error from (3) gives $0.377\ \mathrm{eV}^{-1}$. Above this value the logarithm carries mostly noise, although its error remains small until $\nu$ approaches $\nu_c$. A loss spectrum with sharper features would keep its signal to higher $\nu$.

Simulated spectra test (3) at five frequencies. At $1.00\ \mathrm{eV}^{-1}$, where $\tilde R=0.291$, the law gives $\sqrt A/0.291=4.20\times10^{-3}$ and the simulation $4.11\times10^{-3}$. The error is not monotonic at low $\nu$: it is larger at 0.10 than at $0.18\ \mathrm{eV}^{-1}$. At the lower value $\mathrm{Re}\,s$ is negative, so $|\tilde J|$ is reduced and its noise weighs more.

## Zero-loss peak cut from the same spectrum

Suppose instead that a gap separates the zero-loss peak from the losses, so that the peak can be cut out without appreciable overlap. Its noise $n_0$ then enters both numerator and denominator. The loss region adds an independent noise $n_i$. Since $\tilde J=\tilde Ze^s$,

$$\delta L=\frac{n_0+n_i}{\tilde J}-\frac{n_0}{\tilde Z}
=\frac{n_0(e^{-s}-1)+n_ie^{-s}}{\tilde Z}.$$

The mean squares of $n_0$ and $n_i$ are $I_0$ and $N-I_0$. Therefore

$$E|\delta L|^2=\frac{I_0|e^{-s}-1|^2+(N-I_0)|e^{-s}|^2}{I_0^2|\tilde R|^2}. \tag{5}$$

For small $s$, $|e^{-s}-1|^2\simeq|s|^2$. The zero-loss noise cancels to leading order where the loss signal has vanished, and the loss-region noise remains:

$$E|\delta L|^2\to\frac{N-I_0}{I_0^2|\tilde R|^2}.$$

With $I_0=4.493\times10^6$, the numerator is $5.507\times10^6$. At $1.00\ \mathrm{eV}^{-1}$ the rms error is

$$\frac{\sqrt{5.507\times10^6}}{(4.493\times10^6)(0.291)}=1.79\times10^{-3},$$

against $1.83\times10^{-3}$ in the simulation. At $0.18\ \mathrm{eV}^{-1}$ the zero-loss noise alone contributes $8.7\times10^{-5}$ to a total of $4.8\times10^{-4}$, both as rms values. The statement that zero-loss noise destabilises high $\nu$ thus applies to a separate reference. For an extracted peak the instability persists, but its source is the noise of the losses. If losses extend down to zero energy, the cut also introduces a systematic error that (5) omits.

## Beyond the linear regime

The exponential growth in (3) cannot continue once the relative errors reach order one. At $\nu_c$ the simulated rms error is 1.09. Far above it, with a separate reference, numerator and denominator are both noise.

Treat each as a complex Gaussian variable with random phase. This is a good approximation away from the Nyquist frequency of the channel grid, $1/(2\times0.125\ \mathrm{eV})=4\ \mathrm{eV}^{-1}$, where the transform of real counts becomes real. Its squared modulus is its mean square times a variable $x$ of density $e^{-x}$. Since $E(x^a)=\Gamma(1+a)$, the cumulants of $\ln x$ are the derivatives of $\ln\Gamma(1+a)$ at $a=0$. The first is $-\gamma$, with $\gamma$ Euler's constant, and the second is $\pi^2/6$. The modulus contains half of $\ln x$, so each log modulus has variance $\pi^2/24$. The difference of two independent ones has variance $\pi^2/12=0.822$. The phase of the ratio is uniform between $-\pi$ and $\pi$, with variance

$$\frac1{2\pi}\int_{-\pi}^{\pi}\phi^2\,d\phi=\frac{\pi^2}{3}=3.290 .$$

At $3.00\ \mathrm{eV}^{-1}$ the simulation gives 0.898 and 3.208. The first lies 9 percent above the law. For 2000 spectra the expected standard error of this variance is 4 percent, so the excess of 2.3 standard errors is not clear evidence of a departure from the law.

Saturation of the mean log modulus needs noise in both transforms; with one noisy transform only the variance levels off, at $\pi^2/24$. If the reference alone is noisy, the numerator keeps falling as $I_0\tilde R$, while the denominator levels off near $I_0/\sqrt M$. The mean log modulus is then

$$\ln(I_0\tilde R)-\left[\ln\frac{I_0}{\sqrt M}-\frac\gamma2\right]
=\ln\tilde R+\tfrac12\ln M+\frac\gamma2 ,$$

which gives $-3.91$ at the same frequency, as does the simulation.

## Returning to energy

A usable spectrum needs an output response $\tilde G$ that suppresses the noisy frequencies. The logarithm is multiplied by $\tilde G$ before the inverse transform. For $n$ channels, Parseval's relation gives the summed noise variance:

$$\sum_jE(x_j^2)=\frac1n\sum_k|\tilde G_k|^2E|\delta L_k|^2 .$$

If $G$ is Gaussian with standard deviation $\sigma_g$, the linear noise terms at high $\nu$ carry the factor $e^{4\pi^2(\sigma^2-\sigma_g^2)\nu^2}$. They decay for $\sigma_g>\sigma$, stay level for $\sigma_g=\sigma$, and grow for $\sigma_g<\sigma$ until the logarithm saturates.

The noise can be compared with the unfiltered signal, whose root-sum-square over channels is 0.123:

- For $\sigma_g=0.40$ eV the noise is $4.2\times10^{-4}$, or 0.34 percent of the signal.
- For $\sigma_g=0.25$ eV it is $9.7\times10^{-4}$.
- For $\sigma_g=0.10$ eV it is 0.225, larger than the signal. This sum runs over the whole periodic grid; the part between 6 and 26 eV, where the loss peak lies, is about 0.08, two thirds of the signal.

The widest filter falls to $e^{-1/2}$ at $1/(2\pi\sigma_g)=0.40\ \mathrm{eV}^{-1}$, close to where the signal is lost. The filter also broadens the signal, which these noise figures omit. The widest filter turns the 1.5 eV peak into one of $\sqrt{1.5^2+0.40^2}=1.55$ eV, a root-sum-square distortion of about 3 percent, some nine times its noise. For $\sigma_g=0.25$ eV the distortion is 1.2 percent, against a noise of 0.8 percent. Sharpening beyond the instrument response can remove at most this remaining 1.2 percent, and it admits much noise.

The location of the noise also matters. For $\sigma_g>\sigma$, the ratio $\tilde G/\tilde R$ is the transform of a Gaussian of standard deviation $\sqrt{\sigma_g^2-\sigma^2}$, which is 0.31 eV for the widest filter. Linear reference noise is merely spread by this amount and stays near $E=0$. With the narrowest filter and a noisy reference alone, 0.45 percent of the error power lies beyond 6 eV, a root-sum-square of 0.028. Unwrapping the phase lowers this to 0.012, so phase jumps cause most of that distant power. With both recordings noisy, the error beyond 6 eV is 0.167. These sums cover all channels with $|E|>6$ eV on the periodic grid, including negative energies and empty channels. Between 6 and 26 eV the error is about 0.08 with the specimen alone noisy and about 0.02 with the reference alone noisy, so in the loss region of this model specimen noise dominates.

The numerical output below lists the remaining frequencies and filter widths.

## Calculated quantities

```
loss peak 16.0 eV, its standard deviation 1.5 eV
response sigma 0.25 eV, channel 0.125 eV, channels 4095
mu = 0.8, N = 1e+07, M = 1e+06, I0 = 4.493e+06 counts
zero-loss extraction boundary 6.0 eV
highest frequency on grid 3.999 1/eV
free-path simulation: electrons 400000
  unscattered fraction 0.4493, exp(-mu) 0.4493
  largest deviation of transform from law 1.3e-03
recovered mu 0.800000
recovery error / single-loss peak 7.4e-09
at 32.0 eV: recorded 33569 counts per channel
  after noise-free deconvolution 4.4e-05 counts per channel
thick film mu = 4.0: largest |mu Im p~| 3.957 rad
  error / peak: principal branch 0.26
  error / peak: unwrapped phase 4.7e-09
noisy spectra drawn: 2000
white-noise test, mean |n_J|^2 / N: from 0.962 to 1.026
rms error of the logarithm (law, simulation):
nu in 1/eV | R~ | separate reference | extracted zero loss
0.0996 | 0.9878 | 1.489e-03 1.507e-03 | 8.663e-04 8.801e-04
0.1797 | 0.9609 | 1.222e-03 1.200e-03 | 4.827e-04 4.796e-04
0.5001 | 0.7345 | 1.665e-03 1.637e-03 | 7.110e-04 6.990e-04
1.0002 | 0.2910 | 4.202e-03 4.112e-03 | 1.794e-03 1.830e-03
1.5004 | 0.0622 | 1.966e-02 1.956e-02 | 8.395e-03 8.390e-03
extracted case, zero-loss noise alone, rms (law, simulation):
  nu 0.0996 1/eV: 3.057e-04 3.037e-04
  nu 0.1797 1/eV: 8.743e-05 8.692e-05
high-nu noise terms: exp(2mu)/N 4.953e-07, 1/M 1.000e-06
signal lost at nu = 0.377 1/eV
breakdown nu_c = 2.332 1/eV, time h nu_c = 9.64 fs
breakdown with perfect reference 2.426 1/eV
simulated rms error at nu_c 1.09
saturation at nu = 3.001 1/eV (simulation, law):
  variance of log modulus 0.898 0.822
  variance of phase 3.208 3.290 rad^2
  mean of log modulus -0.343 -0.351
  same mean, only reference noisy -3.911 -3.912
energy domain, root-sum-square over channels of mu*p*step:
  signal without output filter 0.1227
  noise law for output sigma 0.4 eV: 4.208e-04
  output sigma 0.40 eV: all noise 4.178e-04, beyond 6.0 eV 1.985e-04
    only reference noisy: beyond 6.0 eV 1.5e-09, share of power 2.0e-11
  output sigma 0.25 eV: all noise 9.708e-04, beyond 6.0 eV 4.494e-04
    only reference noisy: beyond 6.0 eV 4.1e-05, share of power 2.6e-03
  output sigma 0.10 eV: all noise 2.250e-01, beyond 6.0 eV 1.667e-01
    only reference noisy: beyond 6.0 eV 2.8e-02, share of power 4.5e-03
  narrowest output, only reference noisy, phase unwrapped: beyond 6.0 eV 1.2e-02
```
